# Transport cross section of a monovalent-metal vacancy with s and p scattering

## Problem

One atom is missing from a monovalent metal. Treat the conduction electrons as free, with mass \(m\), Fermi wave number \(k\) and a spherical Fermi surface. The vacancy is a screened, spherically symmetric scatterer whose phase shifts at the Fermi level are \(\delta_0\) (s wave) and \(\delta_1\) (p wave); all higher ones are set to zero.

(a) Show that screening imposes \(\frac{2}{\pi}(\delta_0+3\delta_1)=-1\).

(b) Express the transport cross section \(\sigma_{\rm tr}\) through the phase shifts.

(c) Show that the smallest \(\sigma_{\rm tr}\) allowed by (a) is about 26 percent of the value for s scattering alone.

(d) Convert the result to a resistivity for potassium, and judge how close a definite potential comes to the minimum.

## Hints

1. Put the vacancy at the centre of a large hard-walled sphere. How does a phase shift change the number of levels below the Fermi energy?
2. Current is degraded by the change of direction, so each collision is weighted by \(1-\cos\Theta\), where \(\Theta\) is the scattering angle. The factor \(\cos\Theta\) couples only neighbouring partial waves.
3. Eliminate \(\delta_0\) and use \(u=\cos 2\delta_1\) as the variable. Compare all stationary points and both ends of the interval.

## Solution

### (a) The charge condition

Outside the range of the potential, the radial function \(u_l(r)\) is a combination of \(kr\,j_l(kr)\) and \(kr\,y_l(kr)\), the spherical Bessel functions. Write these as

\[
kr\,j_l=M_l\sin\theta_l,\qquad -kr\,y_l=M_l\cos\theta_l ,
\]

where \(M_l\) and \(\theta_l\) depend on \(kr\). For \(l=0\) this gives \(\theta_0=kr\). The phase shift is defined by

\[
u_l\propto kr\,(j_l\cos\delta_l-y_l\sin\delta_l)=M_l\sin(\theta_l+\delta_l).
\]

At a hard wall of radius \(L\) the function vanishes, so the levels obey

\[
\theta_l(kL)+\delta_l(k)=n\pi ,\qquad n=1,2,\dots
\]

Apart from rounding to an integer, which averages out when \(L\) is varied slightly, the number of levels below \(k\) is \((\theta_l+\delta_l)/\pi\). The potential therefore changes it by \(\delta_l/\pi\). Each level has \(2l+1\) orientations and two spins, so the number of added electrons is

\[
Z=\frac{2}{\pi}\sum_l(2l+1)\,\delta_l .
\]

This is the Friedel sum rule. Removing an ion of charge \(+e\) leaves a net charge \(-e\) in the background. Screening must cancel it by pushing one electron away, so \(Z=-1\). With s and p waves,

\[
\delta_0+3\delta_1=-\frac{\pi}{2}. \tag{1}
\]

The level condition also fixes the signs. A repulsive potential raises every level: at fixed \(n\), \(k\) and hence \(\theta_l\) increase, so \(\delta_l\) must be negative.

### (b) The transport cross section

Let the field point along \(z\), and let the disturbance of the electron distribution be proportional to \(\cos\theta\), with \(\theta\) the angle between velocity and \(z\). In elastic scattering the exclusion factors cancel between outgoing and incoming processes, since \(g'(1-g)-g(1-g')=g'-g\) for occupations \(g\) and \(g'\). For \(n_v\) independent vacancies per volume and speed \(v\), the disturbance decays at the rate

\[
n_v v\int |f(\Theta)|^2(\cos\theta-\cos\theta')\,d\Omega' ,
\]

where \(f\) is the scattering amplitude and \(\theta'\) belongs to the final direction. Averaging over the azimuth about the initial direction replaces \(\cos\theta'\) by \(\cos\theta\cos\Theta\). The result is proportional to \(\cos\theta\), so there is a single relaxation time:

\[
\frac1\tau=n_v v\,\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int|f|^2(1-\cos\Theta)\,d\Omega .
\]

Now insert the partial-wave series

\[
f=\frac1k\sum_l(2l+1)\,a_l\,P_l(\cos\Theta),\qquad a_l=e^{i\delta_l}\sin\delta_l .
\]

Orthogonality of the Legendre polynomials gives the first part,

\[
\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l
=\frac{4\pi}{k^2}\Big[\sum_l(l+1)\sin^2\delta_l+\sum_l l\,\sin^2\delta_l\Big].
\]

Shifting the index of the last sum by one turns this into

\[
\frac{4\pi}{k^2}\sum_l(l+1)\left(\sin^2\delta_l+\sin^2\delta_{l+1}\right).
\]

For the part with \(\cos\Theta=x\), the recurrence \((2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}\) gives

\[
\int_{-1}^{1}xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)} .
\]

Each neighbouring pair occurs twice in \(|f|^2\), as \(2\,{\rm Re}(a_la_{l+1}^*)\), and the azimuth gives \(2\pi\). Hence

\[
\int|f|^2\cos\Theta\,d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\,{\rm Re}(a_la_{l+1}^*).
\]

The difference of the two parts contains \(|a_l|^2+|a_{l+1}|^2-2{\rm Re}(a_la_{l+1}^*)=|a_l-a_{l+1}|^2\). Since \(a_l=(e^{2i\delta_l}-1)/2i\),

\[
|a_l-a_{l+1}|=\tfrac12\left|e^{2i\delta_l}-e^{2i\delta_{l+1}}\right|=|\sin(\delta_l-\delta_{l+1})| ,
\]

and therefore

\[
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{2}
\]

### (c) The minimum

Define \(F=\sigma_{\rm tr}k^2/4\pi\). With \(\delta_2=0\), equation (2) has two terms:

\[
F=\sin^2(\delta_0-\delta_1)+2\sin^2\delta_1 .
\]

For s scattering alone, (1) gives \(\delta_0=-\pi/2\) and \(F=1\). This is the reference value, \(\sigma_{\rm tr}=4\pi/k^2\).

In general (1) gives \(\delta_0-\delta_1=-\pi/2-4\delta_1\), and the sine of this angle is \(-\cos4\delta_1\). Thus

\[
F=\cos^2 4\delta_1+2\sin^2\delta_1 .
\]

With \(u=\cos2\delta_1\) we have \(\cos4\delta_1=2u^2-1\) and \(2\sin^2\delta_1=1-u\), so

\[
F=(2u^2-1)^2+1-u=4u^4-4u^2-u+2,\qquad -1\le u\le1 .
\]

This interval covers every real \(\delta_1\). Setting \(dF/du=0\) gives

\[
16u^3-8u-1=0,\qquad\text{or}\qquad u^3-\tfrac12u=\tfrac1{16}.
\]

Put \(u=A\cos\varphi\) and aim for the identity \(4\cos^3\varphi-3\cos\varphi=\cos3\varphi\). The coefficients \(A^3\) and \(A/2\) must be in the ratio \(4:3\), which requires \(A^2=2/3\). The left side is then \(\frac{A^3}{4}\cos3\varphi\), so

\[
\cos3\varphi=\frac{1}{4A^3}=\frac{3\sqrt6}{16},\qquad
u=\sqrt{\tfrac23}\,\cos\!\left[\tfrac13\arccos\frac{3\sqrt6}{16}\right]=0.76284 .
\]

The other two roots follow by adding \(2\pi/3\) and \(4\pi/3\) to \(\varphi\). All candidates are:

| \(u\) | \(F\) |
|---|---|
| 1 (s only) | 1.000 |
| 0.7628 | 0.264 |
| −0.1293 | 2.064 |
| −0.6335 | 1.672 |
| −1 | 3.000 |

The global minimum in the s–p model is therefore

\[
\frac{\sigma_{\rm tr,min}}{4\pi/k^2}=0.264 ,
\]

which is the 26 percent asked for. A direct numerical minimization of the angular integral for \(\sigma_{\rm tr}\) gives the same 0.26401.

Since \(u\) is even in \(\delta_1\), two signs are possible. The positive one makes the p wave attracted and cannot come from a repulsive potential. The negative one gives

\[
\delta_1=-\tfrac12\arccos(0.76284)=-0.3515,\qquad
\delta_0=-\tfrac{\pi}{2}-3\delta_1=-0.516
\]

in radians. The s wave then carries \(2\delta_0/\pi=-0.33\) electrons and the p waves \(6\delta_1/\pi=-0.67\).

**Why sharing the charge helps.** Let \(a=\delta_0-\delta_1\) and \(b=\delta_1\). Condition (1) becomes \(a+4b=-\pi/2\), and for small angles \(F\approx a^2+2b^2\). The Cauchy–Schwarz inequality gives

\[
\frac{\pi^2}{4}=\Big(a+\frac{4}{\sqrt2}\,\sqrt2\,b\Big)^2\le(1+8)(a^2+2b^2),
\]

so the smallest value of \(a^2+2b^2\) is \(\pi^2/36=0.274\), about 4 percent above the true minimum. Three p orientations can hold much of the charge with a modest phase shift, while the scattering grows as the square of the phases.

Two effects contribute. The total cross section, in units of \(4\pi/k^2\), is

\[
\sin^2\delta_0+3\sin^2\delta_1=0.244+0.356=0.60,
\]

compared with 1 for s scattering alone. In addition, interference between s and p waves favours forward directions: the mean of \(\cos\Theta\) is \(1-0.264/0.60=0.56\), where pure s scattering has zero. Putting all the charge in the p waves, \(\delta_1=-\pi/6\), would give \(F=0.75\), so both waves are needed.

### (d) Potassium

Potassium suits the model because it is monovalent and its Fermi surface is nearly spherical. It serves here as a clean test metal, not as a practical interconnect. Take a rough bcc lattice constant of 0.53 nm, with two atoms per cubic cell:

\[
n=\frac{2}{(0.53\ \text{nm})^3}=13.4\ \text{nm}^{-3},\qquad
k=(3\pi^2n)^{1/3}=7.35\ \text{nm}^{-1}.
\]

With the free-electron mass, the Fermi energy is \(E_F=2.06\) eV. The reference cross section is \(4\pi/k^2=0.232\ \text{nm}^2\), and the minimum is \(0.264\times0.232=0.061\ \text{nm}^2\).

A field \(E\) gives the electrons a mean momentum of magnitude \(eE\tau\), hence \(\rho=m/(ne^2\tau)\). For a vacancy fraction \(c\) and one electron per atom, \(n_v=cn\). Using \(mv=\hbar k\),

\[
\rho=\frac{m}{ne^2}\,cn\,v\,\sigma_{\rm tr}
=\frac{c\,\hbar k}{e^2}\,\frac{4\pi F}{k^2}
=c\,\frac{4\pi\hbar}{e^2k}\,F .
\]

At fixed phase shifts the mass has cancelled, as it does for any isotropic parabolic band. At \(c=0.01\), s scattering alone gives 7.02 µΩ cm, and the minimum is \(0.264\times7.02=1.85\) µΩ cm per atomic percent. The last digits depend on the rough lattice constant: the low-temperature value of about 0.5225 nm lowers every resistivity per atomic percent by 1.4 percent (6.92 and 1.83) and raises \(E_F\), and with it the barrier height found below, by 3 percent (2.12 eV and 1.89 eV).

**A definite potential.** The minimum says what the charge condition permits, not what a vacancy does. As a simple model, take a spherical barrier of height \(V_0\) with the volume of one atom. Its radius follows from \(\frac{4\pi}{3}R^3n=1\), which gives \(R=0.261\) nm. Inside, the solution is \(j_l(qr)\) with \(q^2=k^2(1-V_0/E_F)\). Equating the logarithmic derivatives at \(R\) gives

\[
\tan\delta_l=\frac{k\,j_l'(kR)-\gamma_l\,j_l(kR)}{k\,y_l'(kR)-\gamma_l\,y_l(kR)},\qquad
\gamma_l=\frac{q\,j_l'(qR)}{j_l(qR)} ,
\]

where primes denote derivatives with respect to the argument. Requiring \(Z=-1\), with waves up to \(l=6\) included, fixes \(V_0=1.835\) eV. Counting the levels of this barrier numerically in a large sphere also gives \(-1.000\) electrons, which tests the sum rule of part (a).

The phases are \(\delta_0=-0.770\), \(\delta_1=-0.213\) and \(\delta_2=-0.030\). They give \(F=0.349\), or 2.45 µΩ cm per atomic percent. This is 32 percent above the s–p minimum and about a third of the s-only value. The s-only model is thus a poor description of this barrier, while the s–p minimum gives the right size. That agreement depends on the chosen radius and shape. With the same displaced charge, a barrier 15 percent narrower gives \(F=0.44\), while barriers 20 and 50 percent wider scatter more in d waves and give 0.215 and 0.085, below the s–p minimum. A uniform hole of radius \(R\) with Thomas–Fermi screening, its strength adjusted to \(Z=-1\), gives \(F=0.18\), or 1.27 µΩ cm per atomic percent. The value 2.45 therefore belongs to the sharp barrier and is not a prediction for a vacancy in potassium.

**Beside a real conductor.** Suppose 0.01 at% of vacancies is present. This is an assumed concentration that sets a scale; it is not shown here that a quench can retain it in potassium. At the minimum they contribute 0.0185 µΩ cm, with a mean free path

\[
\ell=\frac{1}{n_v\sigma_{\rm tr}}=12\ \text{µm}.
\]

Whether this can be seen depends on temperature and size:

- *Phonons.* Take a rough 7 µΩ cm at 300 K, a rough Debye temperature \(\Theta_D=90\) K, and the Bloch–Grüneisen law \(\rho\propto(T/\Theta_D)^5\int_0^{\Theta_D/T}x^5\,dx/[(e^x-1)(1-e^{-x})]\). The estimate at 4 K is 0.00018 µΩ cm, 1 percent of the vacancy part. Only the order of magnitude is meaningful, since it varies roughly as \(\Theta_D^{-4}\): 2 percent for 75 K and 0.4 percent for 115 K. At 300 K phonons would exceed it by a factor of about 380. This only sets the scale, since quenched-in vacancies are mobile at that temperature and soon disappear at surfaces and dislocations.
- *Surfaces.* In a sample 1 mm thick, \(\ell\) is 1.2 percent of the thickness. In a line of square cross section, 100 nm on a side, it is 120 times the width. If the surfaces randomize the direction of motion, the path at 4 K is limited to roughly the width, and the resistivity rises by a factor of order one hundred. The bulk formula then no longer gives the resistivity of the line.
- *Thermal spread of energies.* Averaging the conductivity over the Fermi edge at 300 K, with \(F\) held fixed and vacancy scattering acting alone, changes \(\rho\) by only −0.026 percent. When phonons dominate, the weighting over energy differs and the sign can change, but for a phonon relaxation time \(\propto E^{3/2}\) the shift of the vacancy part stays below 0.1 percent.

Copper lines depart further from the model, since copper's Fermi surface is not a sphere. The potassium numbers should not be transferred to them.

## Variation 1: admit d waves

*Does the minimum survive if \(\delta_2\) is free?*

Set \(a=\delta_0-\delta_1\), \(b=\delta_1-\delta_2\), \(c_2=\delta_2\). Then \(\delta_1=b+c_2\) and \(\delta_0=a+b+c_2\), so the charge condition \(\delta_0+3\delta_1+5\delta_2=-\pi/2\) becomes

\[
a+4b+9c_2=-\frac{\pi}{2},\qquad F=\sin^2a+2\sin^2b+3\sin^2c_2 .
\]

For small angles the Cauchy–Schwarz factor is \(1+\frac{16}{2}+\frac{81}{3}=36\), so the minimum is near \((\pi^2/4)/36=\pi^2/144=0.0685\). Numerical minimization gives 0.068, or 0.48 µΩ cm per atomic percent for potassium. The value 0.264 is therefore not a lower bound for vacancies in general.

With \(N\) partial waves, the difference \(\delta_l-\delta_{l+1}\) enters the charge condition with coefficient \(1+3+\dots+(2l+1)=(l+1)^2\) and enters \(F\) with weight \(l+1\). The factor becomes

\[
\sum_{l=0}^{N-1}\frac{(l+1)^4}{l+1}=\sum_{j=1}^{N}j^3=\left[\frac{N(N+1)}{2}\right]^2 .
\]

Because \(\sin^2x\le x^2\), the true minimum is at most \(\pi^2/[N(N+1)]^2\), which tends to zero as \(N\) grows.

What limits this reduction is the range of the potential: the more compact the scatterer, the less charge the higher waves can carry. The limit is not sharp, since the wider barriers and the screened hole of part (d) already fall below 0.264. Equality in the three-wave estimate requires \(a:b:c_2=1:2:3\), hence \(c_2=-3\pi/72\), and the d waves would carry \(10\,\delta_2/\pi=-0.42\) electrons. In the barrier above, all waves with \(l\ge2\) together carry only \(-0.10\).

## Variation 2: relaxed neighbours

*Neighbouring ions move slightly into the hole and bring positive charge with them. How does the s–p minimum change if \(Z=-0.9\)?*

The 10 percent reduction is an illustrative choice. The charge condition is now \(\delta_0+3\delta_1=\pi Z/2\), so

\[
F=\sin^2\!\left(\frac{\pi Z}{2}-4\delta_1\right)+2\sin^2\delta_1 .
\]

At the minimum \(\partial F/\partial\delta_1=0\), so to first order the shift of \(\delta_1\) does not matter and

\[
\frac{dF_{\min}}{dZ}=\frac{\partial F}{\partial Z}=\frac{\pi}{2}\sin2(\delta_0-\delta_1).
\]

With \(\delta_0-\delta_1=-0.1646\) this is \(-0.51\). A change \(\Delta Z=+0.1\) lowers \(F_{\min}\) from 0.264 to about 0.213. Full minimization gives 0.215, or 1.51 µΩ cm per atomic percent at the same \(k\).

A 10 percent change of charge thus lowers the minimum by 18 percent, close to the quadratic dependence \(F_{\min}\approx\pi^2Z^2/36\) of the small-angle estimate. For the assumed 10 percent, relaxation matters far more than the thermal spread of energies. Relaxation enters here only through \(Z\); scattering by the displaced ions themselves is left out. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
s-only F: 1.0000
root u = cos(2 d1) at minimum: 0.76284
d1 at minimum: -0.3515 rad
d0 at minimum: -0.5162 rad
d0 - d1 at minimum: -0.1646 rad
s charge, p charge: -0.3286, -0.6714 electrons
term sin^2(d0-d1): 0.0269
term 2 sin^2(d1): 0.2372
minimum F, s-p model: 0.26401
minimum F by direct search: 0.26401
other roots u: -0.6335, -0.1293
F at other roots: 1.6724, 2.0635
F at u = 1 and u = -1: 1.0000, 3.0000
F at d1 = -pi/8: 0.2929
F at d1 = -pi/6 (p only): 0.7500
small-angle estimate, s-p: 0.2742
small-angle estimate, s-p-d: 0.0685
lattice constant (rough): 0.53 nm
electron density: 13.43 nm^-3
Fermi wave number: 7.354 nm^-1
Fermi energy: 2.061 eV
s-only cross section: 0.2323 nm^2
minimum cross section: 0.0613 nm^2
s-only resistivity: 7.020 microohm cm per at%
minimum resistivity: 1.853 microohm cm per at%
vacancy fraction: 0.01 at%
minimum vacancy resistivity: 0.01853 microohm cm
mean free path at minimum: 12.14 micrometre
mean free path / 1 mm sample: 0.0121
mean free path / 100 nm line: 121.4
barrier radius: 0.2610 nm
barrier height: 1.835 eV
barrier height / Fermi energy: 0.8903
barrier d0, d1, d2: -0.7703, -0.2126, -0.0295 rad
barrier charge by level counting: -1.0000 electrons
barrier charge in l >= 2: -0.1035 electrons
barrier F: 0.3487
barrier resistivity: 2.448 microohm cm per at%
minimum F with free d waves: 0.0682
resistivity with free d waves: 0.479 microohm cm per at%
minimum F for charge -0.9: 0.2154
resistivity for that charge: 1.512 microohm cm per at%
thermal smearing of rho at 300 K: -0.0259 percent
leading term of that smearing: -0.0259 percent
Debye temperature (rough): 90 K
phonon resistivity at 300 K (rough): 7.0 microohm cm
phonon resistivity at 4 K: 0.000182 microohm cm
phonon / vacancy at 4 K: 0.0098
phonon / vacancy at 300 K: 378
```
